Null-collision Monte Carlo for ions in a thermal gas

**1. A case that can be solved by inspection**

Take ions and gas atoms of equal mass, no field, and one process: charge exchange with a constant cross section σ. The atom gives up an electron without being deflected, so the new ion has the atom's old velocity. We follow the charge: an ion of velocity v is replaced by one of velocity u, where u belongs to the atom.

Let n be the gas density and F(u) the normalized Maxwellian at temperature T. The rate of jumps from v into d³u is

nσ|v − u| F(u) d³u.

If the ions have distribution f, the flow from v to u balances the reverse flow when

f(v) |v − u| F(u) = f(u) |u − v| F(v).

The relative speed is the same on both sides and cancels, leaving f = F. The ions take the gas temperature.

Now replace the relative speed by the ion speed in the acceptance rule. The balance becomes

f(v) v F(u) = f(u) u F(v),

so f is proportional to F(v)/v. With s² = kT/M, where M is the atomic mass, and volume element 4πv²dv,

⟨v²⟩ = ∫v³ exp(−v²/2s²)dv / ∫v exp(−v²/2s²)dv = 2s⁴/s² = 2s².

The mean energy M⟨v²⟩/2 is then kT instead of 3kT/2, which corresponds to a temperature 2T/3. In a gas at 400 K, simulation gives 400.0 ± 1.6 K with the relative speed and 267.1 K with the ion speed; the prediction for the latter is 266.7 K. All ± values here are one standard error.

**2. What is to be simulated**

Let the ion mass be m. The gas is uniform, at rest and unaffected by the ions; collisions are elastic, binary and reversible. The ion distribution obeys

∂f/∂t + a·∂f/∂v = n ∫d³u ∫dω g σ(g,ω) [f(v′)F(u′) − f(v)F(u)],

where a is the acceleration by a uniform field, g = |v − u|, primes mark velocities after the collision, and σ(g) is the integral of σ(g,ω) over directions ω. The algebra uses atomic units, with k and the elementary charge e left visible.

An ion of velocity v must therefore meet atoms of velocity u at the rate

n gσ(g) F(u) d³u. (1)

The usual null-collision method needs a constant upper bound for gσ. None exists for a constant cross section, because Maxwellian atoms have no maximum speed. The condition used here is weaker:

gσ(g) ≤ A + Bg, with A, B ≥ 0. (2)

**3. The majorant and its sampling**

Let V be an upper bound of the ion speed during a flight. Since g ≤ v + u ≤ V + u, condition (2) gives gσ ≤ A + B(V + u). Integrating this bound over the gas gives the candidate rate

R = n[A + B(V + ū)]. (3)

Here ū is the mean atomic speed:

ū = 4π(2πs²)^(−3/2) ∫u³ exp(−u²/2s²)du = 4π(2πs²)^(−3/2) · 2s⁴ = s√(8/π).

At a candidate event the partner is drawn from the normalized density

[A + B(V + u)] F(u) / [A + B(V + ū)]. (4)

This is a mixture. The part (A + BV)F is an ordinary Maxwellian. The part BuF, chosen with probability Bū/[A + B(V + ū)], has isotropic directions and a speed density proportional to u³exp(−u²/2s²). Put y = u²/2s². Then u du = s²dy and u³du = 2s⁴y dy, so y has density y exp(−y), that of a sum of two unit exponential variables. Hence u = s√(−2 ln(r₁r₂)), with r₁ and r₂ uniform on (0,1).

The candidate is accepted with probability

P = gσ(g) / [A + B(V + u)] ≤ 1. (5)

Multiplying (3), (4) and (5), both brackets cancel and the product is n gσ(g)F(u), which is (1). A rejected candidate leaves the velocity unchanged.

The collision times are also right. Let ν(v) be the integral of (1) over u. If S(t) is the probability that no real collision has occurred, candidates arrive at constant rate R and succeed with probability ν(v(t))/R, so

dS/dt = −R · [ν(v(t))/R] · S = −ν(v(t)) S.

R drops out, even when the field changes v during the flight.

In a field, V is fixed for a window of length w by V = |v| + |a|w. If no candidate falls inside the window, the ion moves to its end and a new time is drawn with a new V. This is allowed because the exponential law has no memory: Prob(τ > w + x given τ > w) = exp(−Rx). The window changes the cost but introduces no time-step error.

**4. The collision and the loop**

The centre-of-mass velocity is W = (mv + Mu)/(m + M), and v = W + M(v − u)/(m + M). An elastic collision keeps W and g and turns the relative velocity to gω, so

v′ = W + M gω/(m + M). (6)

For backward scattering gω = −(v − u), and (6) becomes v′ = [(m − M)v + 2Mu]/(m + M). At m = M this is v′ = u, the charge exchange of section 1.

For one ion, with r a fresh uniform number at each use:

    while t_left > 0:
        h = min(w, t_left)
        V = |v| + |a| h
        R = n [A + B (V + ū)]
        τ = −ln(r) / R
        if τ ≥ h:
            v = v + a h;  t_left = t_left − h
            continue
        v = v + a τ;  t_left = t_left − τ
        u = Maxwellian vector
        if r [A + B (V + ū)] < B ū:
            rescale u to length s sqrt(−2 ln(r1 r2))
        g = |v − u|
        if r [A + B (V + |u|)] ≥ g σ(g):
            continue                  (null collision)
        choose process j with probability σ_j(g)/σ(g)
        draw ω for process j;  set v by (6)

At zero field V = |v|, and w can be the whole remaining time. Averages over f must be taken at fixed times. Velocities recorded just before real collisions are weighted by ν(v), so they do not represent f unless ν is constant.

**5. Why zero-field ions reach the gas temperature**

Let f_T be the Maxwellian for mass m at temperature T. Energy conservation gives f_T(v)F(u) = f_T(v′)F(u′), so f_T makes the collision bracket vanish. To see that other distributions move towards it, write f = φf_T. At zero field

∂f/∂t = n ∫d³u ∫dω gσ(g,ω) f_T(v)F(u) [φ(v′) − φ(v)].

Define the relative entropy H = ∫f ln(f/f_T)d³v for distributions where it is finite. Its derivative is ∫(ln φ + 1)(∂f/∂t)d³v, and the 1 contributes nothing because the ion number is conserved. Call the weight Q = n gσ(g,ω)f_T(v)F(u). Then

dH/dt = ∫Q ln φ(v) [φ(v′) − φ(v)].

The integral runs over v, u and ω. Exchanging the states before and after the collision leaves Q and the volume element unchanged, by reversibility. Averaging the original and exchanged forms gives

dH/dt = −½ ∫Q [φ(v′) − φ(v)] [ln φ(v′) − ln φ(v)] ≤ 0,

because the two brackets have the same sign. Equality requires φ(v′) = φ(v) for every possible collision. For isotropic or backward scattering a suitable atom can carry v to any v′, so φ is constant and f = f_T.

The argument uses σ(g,ω) only through reversibility and the range of possible collisions. Any other cross section with these properties gives the same temperature. A correct final temperature is therefore necessary but does not show that the cross section was implemented correctly; rates and transients must be examined too.

**6. How fast they get there**

One case is solvable: isotropic scattering with gσ = κ, a constant. Squaring v = W + M(v − u)/(m + M), and averaging the square of (6) over ω, gives

v² = W² + 2M W·(v − u)/(m + M) + M²g²/(m + M)²,
⟨v′²⟩ = W² + M²g²/(m + M)².

The mean energy change is m/2 times the difference:

ΔE = −mM W·(v − u)/(m + M)
   = −mM [mv² − Mu² + (M − m)v·u]/(m + M)².

Since the rate nκ does not depend on u, we may average over the plain Maxwellian: v·u gives zero and Mu² gives 3kT. With m⟨v²⟩ = 2E,

dE/dt = −[2mM/(m + M)²] nκ (E − 3kT/2). (7)

The excess energy decays exponentially. For m = M the rate is nκ/2.

Charge exchange with constant σ behaves differently. At equal masses a fast ion loses nearly all its energy in one event, and events occur at a rate close to nσv. The energy decay therefore slows as the ions cool.

**7. Worked example: He⁺ in helium**

The gas is at 0.1 Torr and 400 K, with density 2.414×10¹⁵ cm⁻³. The model has a backward cross section σ_b = 25 Å² and isotropic scattering with κ = 8×10⁻¹⁰ cm³/s. Both are rough round values. Thus gσ = κ + σ_b g, and (2) holds with A = κ and B = σ_b. The ions start as a beam at 0.5 eV.

The isotropic collision rate is nκ = 1.93 per µs. At the mean relative speed ḡ this process has a cross section of 38.9 Å², so charge exchange contributes 1.93 × 25/38.9 = 1.24 per µs. The sum, 3.17 per µs, agrees with the simulated 3.175 and the quadrature value 3.173.

For the initial decay we need nσ_b v at 0.5 eV. With ḡ = √(16kT/πM) and v = √(2E/M), the ratio is v/ḡ = √(πE/8kT). Since 3kT/2 = 0.0517 eV, kT = 0.0345 eV and the ratio is 2.39. The initial decay rate is therefore about 1.93/2 + 1.24 × 2.39 = 3.93 per µs, or a time of 0.25 µs. This estimate sets the relative speed equal to the ion speed; with the thermal motion of the atoms included, the initial rate is 4.02 per µs. The master equation gives 0.250 µs over the first 0.1 µs and 0.358 µs between 2 and 3 µs, which shows the slowing. The slowing is not complete by then: the slowest energy mode of the model decays in 0.43 µs.

This master equation divides the ion speed into bins and obtains the jump rates by quadrature, without random numbers. Mean energies from the two methods are:

    t (µs)   Monte Carlo (eV)     master (eV)
    0.1      0.3529 ± 0.0005      0.3521
    0.5      0.1156 ± 0.0003      0.1152
    1.0      0.0619 ± 0.0002      0.0619
    2.0      0.0522 ± 0.0001      0.0521

The mean energy comes within 1% of 3kT/2 after 1.92 µs. At 8 µs the simulated temperature is 398.8 ± 0.7 K, which is 1.6 standard errors below 400 K. The relative entropy falls from 14.4 to 3×10⁻⁴ in 2 µs. These entropies belong to the distribution binned in speed, with directions ignored, and depend on the bin width: halving it gives 15.1 and 3.3×10⁻⁴. About two thirds of the value at 2 µs comes from beam ions that have not yet collided. For an ideally sharp beam the continuum H is infinite.

Equation (7) was tested separately with m = 2.5M, isotropic scattering alone and the same start energy. The factor 2mM/(m + M)² is 5/12.25 = 0.4082, so after 1 µs the exponent is 0.4082 × 1.931 = 0.7882 and

E = 0.0517 + (0.5 − 0.0517) exp(−0.7882) = 0.2555 eV.

The simulation gives 0.2556 eV. With both processes, ions of this mass starting from rest warm to 399.7 ± 1.3 K.

**8. A second limit: field and cold gas**

The windowed flight needs its own test. Let T → 0, keep charge exchange alone, and write λ = 1/(nσ_b). Each event resets the ion to rest, so in the steady state, for v > 0 along the field,

a df/dv = −(v/λ) f, hence f ∝ exp(−v²/2aλ).

The half-Gaussian gives

⟨v⟩ = aλ/√(πaλ/2) = √(2aλ/π), ⟨v²⟩ = aλ.

In a field 𝓔 the acceleration is a = e𝓔/m, so the mean energy is ma λ/2 = e𝓔λ/2. Here nσ_b = 2.414×10¹⁵ × 25×10⁻¹⁶ = 6.04 cm⁻¹ and λ = 0.166 cm. At 1 V/cm the energy should be 0.0828 eV; simulation with 0.3 µs windows gives 0.0825 eV. The drift speed is 1594 m/s against 1595 m/s from the formula.

**9. Cost and stability**

At zero field and equilibrium the mean candidate rate is nκ + nσ_b(v̄ + ū). For equal masses v̄ = ū = ḡ/√2, so this is 1.931 + 1.241√2 = 3.69 per µs. The accepted fraction should be 3.17/3.69 = 0.86, and the simulation finds 0.861. With charge exchange alone it would be 1/√2 = 0.71.

In a field, the term |a|w in V adds nB|a|w to the rate R of a full window, while a short window adds redraws. For the fields of section 11, a window of about two mean free times is a reasonable starting choice, to be adjusted by timing. There is no stability limit on w in a uniform field, because the velocity update is exact. In a non-uniform field, V must bound the speed along the actual path, and the orbit integration brings its own error.

**10. Failure modes**

*Ion speed in place of relative speed.* In the full helium model this gives 344.6 ± 1.2 K, 14% below the gas temperature. The error is smaller than in section 1 because isotropic scattering, with its constant rate, is unaffected.

*A majorant set too low.* Suppose a constant K replaces the bound and acceptance probabilities above one are treated as one. The simulation then uses min(gσ, K) in place of gσ. This still depends on g alone, so detailed balance survives. With K equal to the equilibrium mean of gσ, the temperature is 399.9 ± 1.3 K, but the collision frequency is 2.96 instead of 3.17 per µs, 7% too low. An implementation should stop when P exceeds one.

*A cross section outside condition (2).* If gσ diverges at small g, or grows faster than g at large g, no A and B exist. With tabulated data the bound must also cover interpolation and extrapolation.

**11. The model beside a real discharge**

The real charge-exchange cross section falls slowly with energy; raising the constant value by 20% shortens the 1% time from 1.92 to 1.66 µs and leaves the equilibrium unchanged. The reduced wavelength, 0.15 Å, is small beside the collision radius √(σ_b/π) = 2.8 Å, which supports classical orbits but does not validate the assumed angular distribution.

The assumption most easily broken is zero field. In simulations with other settings fixed, 0.3 V/cm raises the kinetic temperature m⟨v²⟩/3k, drift included, to 425 K, and 1 V/cm raises it to 619 K. Take rough plasma values of 2 eV electrons and a 3 cm gap, with a cosine density profile that vanishes at the walls. The field that confines the electrons, averaged over the ions, is then π × 2 V/3 cm = 2.1 V/cm, above this range; it is zero at mid-gap and grows towards the walls. If the density stays finite at the sheath edge, as it does when ions leave at the Bohm speed, the average is lower, roughly 1.5 V/cm, and still above this range. Ions in such a plasma would be appreciably hotter than the gas. Maxwellian electrons at 2 eV could not sustain this plasma by direct ionization of helium: with a peak cross section near 0.4 Å² they ionize at less than 10³ s⁻¹, far below the wall loss estimated next. The value suits a decaying plasma or one ionized by a separate fast population. A plasma sustained by its own Maxwellian electrons needs more than 4 eV and has a stronger field. The zero-field result applies to weak-field regions, such as an afterglow whose electrons have cooled, and not to sheaths.

At an electron density of 10¹⁰ cm⁻³, direct heating by electron collisions is estimated at 0.2 K. For the loss to the walls, take the ion diffusion coefficient D = kTτ/M, with the energy decay time between 2 and 3 µs, τ = 0.36 µs, as a rough value for the momentum relaxation time (the zero-field diffusion coefficient of the model corresponds to 0.385 µs). The field that holds back the electrons pulls the ions outward and raises D by the factor 1 + T_e/T, where T_e is the electron temperature. The slowest diffusion mode in a gap L then decays in the time (L/π)²/[D(1 + T_e/T)], about 5 µs with 2 eV electrons. This is a low estimate for two reasons. It sets the density to zero at the walls, and it takes the drift as proportional to the field, while at such fields the ions are heated and collide more often. A local drift model that ends at the Bohm speed gives roughly 7 µs with the first assumption removed and 9 µs with both removed. Even a loss time twice as long would be only about five times the 1.92 µs that the ions of section 7 need, without a field, to come within 1% of the gas energy, so some ions would be lost before then. Cooler electrons weaken the confining field and lengthen that time. The remaining values are in the numerical output.

Computed values

```
gas pressure 0.1 Torr, temperature 400 K
gas density 2.414e+15 cm^-3
backward cross section 25 A^2
isotropic rate coefficient 8.0e-10 cm^3/s
isotropic cross section at mean g 38.9 A^2
start energy 0.5 eV, ions 200000
equilibrium energy 3kT/2 0.05170 eV
relative entropy at start 14.385
t (us), MC energy, its error, master energy (eV), rel. entropy
0.1  0.35290  0.00045  0.35214  8.45e+00
0.2  0.25470  0.00048  0.25393  5.12e+00
0.5  0.11559  0.00033  0.11515  1.16e+00
1.0  0.06188  0.00015  0.06193  9.24e-02
2.0  0.05215  0.00010  0.05211  3.03e-04
5.0  0.05169  0.00009  0.05171  1.10e-06
final ion temperature 398.82 +- 0.73 K (8 us)
KS distance times sqrt(N) 1.18
collision frequency MC 3.1747, theory 3.1728 per us
accepted fraction of candidates 0.861
early decay time 0.250 us, late 0.358 us
time to within 1% of equilibrium energy 1.92 us
stationarity defect: right rule 8.2e-04, faulty 0.106
low majorant: T 399.9 +- 1.3 K
low majorant: frequency 2.9630, predicted 2.9625 per us
charge exchange only, relative speed: 400.0 +- 1.6 K
charge exchange only, ion speed: 267.1 K, predicted 266.7 K
full model, ion speed: 344.6 +- 1.2 K, master 343.5 K
mass ratio 2.5, 1 us: MC 0.2556, law 0.2555 eV
mass ratio 2.5, from rest: 399.7 +- 1.3 K
cold gas, 1 V/cm: drift 1594, law 1595 m/s
cold gas, 1 V/cm: energy 0.0825, law 0.0828 eV
field 0.3 V/cm: kinetic T 425.1 +- 1.1 K
field 1.0 V/cm: kinetic T 619.0 +- 1.8 K
plasma: n_e 1e+10 cm^-3, Te 2.0 eV, gap 3.0 cm
Coulomb logarithm taken 10
heating by electrons, estimate 0.23 K
ambipolar wall-loss time, estimate 5.2 us
1% time with backward cross section +20%: 1.66 us
reduced wavelength 0.154 A, collision radius 2.82 A
```
